Becke weight derivatives and the net force from a frozen grid, part 2

The integral of f over space is computed as a finite sum whose points move with the nuclei. The problem is to find the gradient that belongs to this sum. Hartree atomic units are used.

Nucleus A at R_A carries points r_Ai = R_A + s_i with bare weights ω_i. The offsets s_i, the ω_i and the atomic sizes are constant; f moves with the molecule. The Becke weights w_A add to one at every r. They are built from pair functions s, which fall from one at nucleus A to zero at nucleus B through three repetitions of a polynomial p. The distance from nucleus A is r_A.

∂_C is the gradient with respect to R_C at fixed r, ∇ that with respect to r, and D_C the total derivative with respect to R_C at a carried point. With

Q_A[h] = Σ_i ω_i w_A(r_Ai) h(r_Ai), Q[h] = Σ_A Q_A[h],

the computed integral is E_Q = Q[f]. The weight term is

T_C = Σ_A Σ_i ω_i f(r_Ai) D_C w_A(r_Ai).

**Theorem.** (a) The complete gradient is

G_C = dE_Q/dR_C = Q[∂_C f] + Q_C[∇f] + T_C, and Σ_C G_C = 0.   (12)

(b) A frozen grid leaves F_C = Q[∂_C f], with net force and omitted terms

−Σ_C F_C = Q[∇f],   (13)

G_C − F_C = Σ_A Σ_i ω_i f ∂_C w_A + Σ_i ω_i ∇(w_C f).   (16)

The last sum runs over the points of C. Both errors vanish as the grid is refined.

(c) Moving the points without differentiating the weights leaves M_C = Q[∂_C f] + Q_C[∇f]. Its sum over C is zero, but as the grid is refined

M_C − G_C = −T_C → −∫ f ∇w_C d³r,   (14)

which is in general not zero.

The example has nuclei 1, 2 and 3 at (0, 0, 0), (1.6, 0.4, 0.2) and (0.3, 1.5, −0.6) bohr, with sizes 1.00, 1.25 and 1.50 bohr.

**Remark 1 (what the lasting error means).** Integration by parts gives

∫ f ∇w_C d³r = −∫ w_C ∇f d³r.

The integral of ∇f over all space vanishes, but its integral over one cell need not. For a sharp cell, with w_C one inside and zero outside, the right-hand side is −∮ f n dS, where n is the outward normal. Carrying the points of C along without adjusting the weights sweeps f across the cell boundary, and no neighbouring cell makes up for it. A finer grid only evaluates this boundary term more accurately. It vanishes for an atom at which symmetry forbids a vector, such as one at a centre of inversion.

**Remark 2 (when the net force hides the error).** Suppose that the molecule and the grid, including its weights, are unchanged by inversion through one centre. Then ∇f is odd, the points contribute in cancelling pairs, and the frozen-grid net force is zero. The gradients on individual atoms may still be wrong. Part (c) gives a second case in which balanced forces prove nothing.

**Lemma 6 (self-consistent orbitals).** Consider two electrons in one orbital ψ = Σ_m c_m φ_m, with real coefficients, basis functions attached to the nuclei, density n = 2ψ² and overlap matrix S. Let the energy be

E = 2cᵀhc + E_H + V_nn + Q[f(n)], with cᵀSc = 1.

Here h holds the kinetic energy and nuclear attraction, E_H is the classical electron repulsion with matrix J, and V_nn is the nuclear repulsion. If the orbital equation uses the same quadrature as the energy, then dE/dR_C is the derivative at fixed c, minus 2ε cᵀ(∂_C S)c.

*Proof.* Form L = E − 2ε(cᵀSc − 1). The first term of E has the derivative 4hc with respect to c. The repulsion is E_H = (1/2) Σ_mk D_mk J_mk with the density matrix D = 2ccᵀ, where J is linear in D. Since the repulsion between two charge distributions is symmetric in them, both factors contribute equally to a small change, dE_H = Σ_mk J_mk dD_mk, and with dD = 2(dc cᵀ + c dcᵀ) the derivative with respect to c is 4Jc. For the exchange term ∂n/∂c_m = 4ψφ_m, so

∂Q[f]/∂c_m = 4 Σ_k V_mk c_k, V_mk = Q[f′(n) φ_m φ_k].

The constraint contributes −4εSc. Stationarity is therefore

(h + J + V)c = εSc.

Along a path of solutions the constraint holds and L = E. The derivatives of L with respect to c and ε vanish, so dE/dR_C is the derivative of L at fixed c and ε, as stated. ∎

If V were computed on a different grid, the energy would not be stationary in c, and a term containing dc/dR_C would remain. At fixed c, f moves with the basis functions, so the theorem applies to Q[f]. The derivative needed is

∂_C f = f′(n) 4ψ ∂_C ψ, ∂_C ψ = −Σ_{m on C} c_m ∇φ_m.

The terms evaluated without a grid, including the overlap term, are unchanged by translation and add no net force.

**Example.** Two electrons move in the field of three point charges 1.2, 1.0 and 0.8, placed at the three positions used in the first half. These are round model parameters and represent no named molecule. The basis has nine s-type Gaussians, with exponents 0.25, 1.00 and 4.00 bohr⁻² on each centre. The exchange energy density is the local one,

f = −C_x n^(4/3), C_x = (3/4)(3/π)^(1/3), f′(n) = −(4/3)C_x n^(1/3),

and correlation is left out. Only the exchange term is integrated on the grid. The coarse grid has 20 radial and 72 angular points per centre.

For centre 1 the x components of the gradient, in hartree/bohr, are

energy differences: −0.01132
complete gradient: −0.01132
frozen grid: −0.01339
points moved, weights not differentiated: −0.14777

The first line comes from five-point differences of energies made self-consistent at each displaced geometry. Over all nine components the complete gradient differs from them by at most 3.3 × 10⁻¹¹ hartree/bohr.

The x components of the frozen-grid gradient add up to

−0.01339 + 0.00838 + 0.00456 = −0.00045,

so the x component of the net force is +0.00045 hartree/bohr. The net force vector has length 6.3 × 10⁻⁴ hartree/bohr, or 0.032 eV/Å. With the points moved but the weights not differentiated, the sum is

−0.14777 + 0.18141 − 0.03364 = 0.00000,

as part (c) requires, although the x component on centre 1 is wrong by more than ten times its value.

Under a rigid shift the frozen-grid gradient keeps its value, because molecule and grid move together. For 1 bohr along x it predicts an energy change of −0.00045 hartree. The computed change is 7 × 10⁻¹⁶ hartree, which is rounding. The frozen-grid gradient answers a different question: how the energy would change if the density slid over points nailed to space. This reading was tested by sliding the density in that way, and the slopes agree with the sum of the frozen-grid terms.

Refining the grid separates the two faults. With 30 × 288 and then 60 × 1568 points per centre, the net force of the frozen grid falls from 6.3 × 10⁻⁴ to 1.9 × 10⁻⁵ and 3.9 × 10⁻⁹ hartree/bohr. The largest absolute difference between a component of the frozen-grid gradient and that of the complete gradient on the same grid falls from 2.5 × 10⁻³ to 1.2 × 10⁻⁴ and 1.4 × 10⁻⁷ hartree/bohr. When only the weight derivatives are missing, the largest error stays at 0.176, 0.174 and 0.174 hartree/bohr. On the finest grid the omitted weight term for centre 1 has the x component 0.13429 hartree/bohr, equal to the separately summed integral of f ∇w₁ to the digits shown.

**Remark 3 (subtracting the net force is no cure).** On the coarse grid the frozen-grid error of centre 1 along x is −0.01339 + 0.01132 = −0.00207 hartree/bohr. Subtracting a third of the sum, −0.00015, from each centre would make the forces balance but leave an error of −0.00192 there. The net force measures only the part of the error that is common to all atoms.

**Remark 4 (searches and trajectories).** In this and the following remarks E_Q stands for the whole computed energy, and G_C and F_C include the gradients of the terms evaluated without a grid, which are the same in both. At a minimum of E_Q all G_C vanish, but the F_C need not. Let x collect the displacements of all nuclei from the minimum, H be the matrix of second derivatives of E_Q, and δ collect the errors F_C − G_C. If the change of δ over the displacement can be neglected, a search that sets F to zero requires Hx + δ = 0 to first order, so an error of given size displaces a soft vibration more than a stiff one. This estimate does not apply to turning the whole molecule. The exact energy is then constant, so the curvature of E_Q comes from the grid alone, and the change of δ can be just as large. Where the net force is not zero there is no solution at all, since F_C = 0 for every C would make the sum vanish.

For nuclei moving with velocities v_C under the forces −F_C, the kinetic energy changes at the rate −Σ_C F_C·v_C and E_Q at the rate Σ_C G_C·v_C. Their sum,

Σ_C (G_C − F_C)·v_C,

is a spurious change of the total energy. The total momentum changes at the rate Q[∇f].

**Remark 5 (a torque remains).** The theorem guarantees balanced forces, not balanced torques. Turn the molecule by a small angle θ about a unit vector k through the origin. Each R_C changes by θ k × R_C, so

dE_Q/dθ = Σ_C (k × R_C)·G_C = k·Σ_C R_C × G_C.

The offsets keep their directions in space, so E_Q depends on the orientation of the molecule and this derivative need not vanish. On the coarse grid it is −2.7 × 10⁻⁴ hartree/rad about the x axis, in agreement with energies of rotated molecules. The whole torque has length 3.7 × 10⁻³ hartree/rad there and 5.8 × 10⁻⁹ on the finest grid. It is a true property of E_Q, not a missing term in the gradient. If the grid were turned with the molecule, the offsets would depend on R and their derivatives would have to be added to (12).

**Remark 6 (consistency, accuracy and choice).** A complete gradient belongs to the computed energy, whatever the error of that energy. The coarse-grid energy, −1.24712 hartree, lies 0.00049 hartree below the finest-grid value, −1.24663 hartree, although its gradient is consistent. Two choices follow from the theorem: include both point motion and weight derivatives, or omit both and refine the grid until the error in (16) is below the force tolerance. Adding only the weight derivatives at fixed points, Σ_A Σ_i ω_i f ∂_C w_A, to the frozen-grid gradient removes the first sum in (16). The second sum remains, so the result is still inconsistent on a finite grid, but this error too vanishes as the grid is refined. Including point motion alone is not sound on any grid. The complete formula also needs changes if the atomic sizes vary with geometry, and E_Q can jump if points are added or discarded as the nuclei move.

The numerical output lists the remaining components.

Computed results

```
All values in Hartree atomic units unless stated
charges (e): 1.20 1.00 0.80
cell sizes (bohr): 1.00 1.25 1.50
Gaussian exponents on each centre (bohr^-2): 0.25 1.00 4.00
position of centre 1 (bohr): 0.00 0.00 0.00
position of centre 2 (bohr): 1.60 0.40 0.20
position of centre 3 (bohr): 0.30 1.50 -0.60
switching polynomial p(x): -x**3/2 + 3*x/2
tail of s: power 8 coefficient 2187/256
cell boundary r_A/r_B for sizes 1st and 3rd: 0.666667
sample point (bohr): 0.80 0.50 0.00
weights w1 w2 w3 there: 0.135149 0.699741 0.165110
dw1/dR1 at fixed point (1/bohr): 0.661513 0.474752 -0.026527
dw1/dR2 at fixed point (1/bohr): 0.547965 -0.060523 0.135050
dw1/dR3 at fixed point (1/bohr): -0.125493 0.165652 -0.111254
grad_r w1 (1/bohr): -1.083985 -0.579881 0.002732
largest weight-derivative test error (1/bohr): 7.3e-11
Coarse-grid gradients, x y z (hartree/bohr)
centre 1 energy differences: -0.0113215 0.0179760 -0.0117843
centre 1 complete gradient: -0.0113215 0.0179760 -0.0117843
centre 1 frozen grid: -0.0133930 0.0167461 -0.0105243
centre 1 points moved, no dw: -0.1477689 -0.1296680 0.0231446
centre 2 energy differences: 0.0092212 0.0122140 -0.0023732
centre 2 complete gradient: 0.0092212 0.0122140 -0.0023732
centre 2 frozen grid: 0.0083782 0.0117148 -0.0033635
centre 2 points moved, no dw: 0.1814111 -0.0161202 0.0503848
centre 3 energy differences: 0.0021003 -0.0301900 0.0141575
centre 3 complete gradient: 0.0021003 -0.0301900 0.0141575
centre 3 frozen grid: 0.0045628 -0.0288809 0.0140214
centre 3 points moved, no dw: -0.0336422 0.1457881 -0.0735294
complete minus differences, largest (hartree/bohr): 3.3e-11
frozen-grid net force x y z (hartree/bohr): 0.0004521 0.0004199 -0.0001336
frozen-grid net force, size (eV/angstrom): 0.03246
energy change, 1 bohr shift in x (hartree): 6.7e-16
change predicted by frozen grid (hartree): -0.0004521
dE/dangle about x, coarse (hartree/rad): -2.698e-04
Grid: 20 radial x 72 angular points per centre
  energy (hartree): -1.24711686; electron-count error: 1.05e-03
  frozen grid: net force 6.31e-04, largest error 2.46e-03 (hartree/bohr)
  points moved, no dw: largest error 0.175978 (hartree/bohr); complete-gradient torque 3.66e-03 (hartree/rad)
Grid: 30 radial x 288 angular points per centre
  energy (hartree): -1.24662456; electron-count error: -7.67e-06
  frozen grid: net force 1.89e-05, largest error 1.18e-04 (hartree/bohr)
  points moved, no dw: largest error 0.174213 (hartree/bohr); complete-gradient torque 1.66e-04 (hartree/rad)
Grid: 60 radial x 1568 angular points per centre
  energy (hartree): -1.24662995; electron-count error: -1.47e-08
  frozen grid: net force 3.88e-09, largest error 1.42e-07 (hartree/bohr)
  points moved, no dw: largest error 0.174285 (hartree/bohr); complete-gradient torque 5.77e-09 (hartree/rad)
fine grid, omitted weight term 1 (hartree/bohr): 0.134290 0.146293 -0.033641
fine grid, integral f grad w1 (hartree/bohr): 0.134290 0.146293 -0.033642
fine grid, omitted weight term 2 (hartree/bohr): -0.173112 0.027991 -0.053523
fine grid, integral f grad w2 (hartree/bohr): -0.173112 0.027991 -0.053523
fine grid, omitted weight term 3 (hartree/bohr): 0.038822 -0.174285 0.087164
fine grid, integral f grad w3 (hartree/bohr): 0.038822 -0.174285 0.087164
```
